\section*{The G0W0 Galitskii-Migdal Interaction Term and the RPA Coupling Integrand}

\section{Two energies from one calculation}

A $G_0W_0$ calculation for a molecule starts from the orbitals of a mean-field Hamiltonian and produces a self-energy. The same orbitals and the same screened interaction also determine a total energy, and two ways of obtaining it are compared here. One inserts the self-energy and the mean-field Green function into the Galitskii--Migdal formula; the other evaluates the correlation energy of the random-phase approximation (RPA). For a water molecule with PBE orbitals in the cc-pVDZ basis, the first gives a correlation contribution of $-1.062$ Ry and the second $-0.615$ Ry. Since the ingredients are identical, the difference must have a definite meaning.

Rydberg atomic units are used: $t=-\nabla^2$ and $v(\mathbf r,\mathbf r')=2/|\mathbf r-\mathbf r'|$. The system has a closed shell, a gap and real orbitals $\varphi_p$, the eigenfunctions of $h_0=t+v_s$ with a local potential $v_s$. Their energies $e_p$ are measured from a level $\mu$ inside the gap, so $e_i<0$ for occupied and $e_a>0$ for virtual orbitals. For one spin,
\begin{equation}
G_0(\mathbf r,\mathbf r';i\omega)=\sum_p\frac{\varphi_p(\mathbf r)\varphi_p(\mathbf r')}{i\omega-e_p}.
\end{equation}
The spin-summed response of independent electrons is
\begin{equation}
\chi_0(\mathbf r,\mathbf r';i\omega)=2\int\!\frac{d\omega'}{2\pi}\,G_0(\mathbf r,\mathbf r';i\omega'+i\omega)\,G_0(\mathbf r',\mathbf r;i\omega').
\label{bubble}
\end{equation}
Integrals without limits run from $-\infty$ to $\infty$. At coupling strength $\lambda$ the RPA response obeys $\chi_\lambda=\chi_0+\lambda\chi_0v\chi_\lambda$, and $\chi=\chi_1$. The correlation part of the screened interaction is $W_c=v\chi v$, and
\begin{equation}
\Sigma_c(\mathbf r,\mathbf r';i\omega)=-\int\!\frac{d\omega'}{2\pi}\,G_0(\mathbf r,\mathbf r';i\omega+i\omega')\,W_c(\mathbf r,\mathbf r';i\omega').
\label{sigma}
\end{equation}
The minus sign is $i\cdot i$: one $i$ stands in the real-frequency formula $\Sigma=(i/2\pi)\int GW$, the other comes from turning the integration path onto the imaginary axis.

\textbf{The Galitskii--Migdal term.} For the pair interaction $V$, the field operators satisfy $\int\psi^\dagger[\psi,V]=2V$. In the equation of motion of the exact $G$ the commutator is represented by the self-energy acting on $G$, so the interaction energy is half the trace of their product. With $G_0$ in place of $G$, the correlation part is
\begin{equation}
U_{\rm GM}=\tfrac12{\rm Tr}(\Sigma_cG_0)=\tfrac12\cdot2\int\!\frac{d\omega}{2\pi}\!\iint\!\Sigma_c(\mathbf r,\mathbf r';i\omega)G_0(\mathbf r',\mathbf r;i\omega),
\label{gm}
\end{equation}
where the factor 2 is the spin sum. Both factors fall as $1/\omega$, so the integral needs no convergence factor.

\textbf{The coupling integrand.} Let the interaction be $\lambda v$ and let a $\lambda$-dependent local potential hold the density fixed. The energy derivative is then $\langle V\rangle_\lambda$ plus a term fixed by the density. The part of $\langle V\rangle_\lambda$ that changes with $\lambda$ is $\frac12\iint v\,\langle\delta\hat n\,\delta\hat n'\rangle_\lambda$. A response with excitation energies $\Omega_m$ and transition densities $\rho_m$ is $\chi_\lambda=-\sum_m2\Omega_m\rho_m\rho_m/(\Omega_m^2+\omega^2)$, and $\int_0^\infty2\Omega/(\Omega^2+\omega^2)\,d\omega=\pi$. Hence $\langle\delta\hat n\,\delta\hat n'\rangle_\lambda=\sum_m\rho_m\rho_m=-\frac1\pi\int_0^\infty\chi_\lambda\,d\omega$, and
\begin{equation}
U_c(\lambda)=-\frac1{2\pi}\int_0^\infty\!d\omega\,{\rm Tr}[v(\chi_\lambda-\chi_0)],\qquad E_c=\int_0^1U_c(\lambda)\,d\lambda .
\label{ac}
\end{equation}
The RPA consists in using its own $\chi_\lambda$ here. The claim is $U_{\rm GM}=U_c(1)$: the Galitskii--Migdal term is the integrand at the end point, not the integral.

\section{First derivation: exchanging the frequency integrals}

Insert \eqref{sigma} into \eqref{gm} and do the $\omega$ integral first. In a finite orbital basis this is allowed, because $W_c$ falls as $\omega'^{-2}$ and the integral of $|G_0G_0|$ over $\omega$ is bounded:
\begin{align}
U_{\rm GM}&=-\int\!\frac{d\omega'}{2\pi}\iint W_c(\mathbf r,\mathbf r';i\omega')\int\!\frac{d\omega}{2\pi}G_0(\mathbf r,\mathbf r';i\omega+i\omega')G_0(\mathbf r',\mathbf r;i\omega)\nonumber\\
&=-\frac12\int\!\frac{d\omega'}{2\pi}{\rm Tr}(\chi_0W_c)=-\frac1{2\pi}\int_0^\infty\!d\omega\,{\rm Tr}(\chi_0W_c).
\end{align}
By \eqref{bubble} the inner integral is $\chi_0(\mathbf r,\mathbf r';i\omega')/2$. With real orbitals $W_c$ is symmetric in $\mathbf r$ and $\mathbf r'$, so the spatial integral of the product is the trace; the last step uses that the trace is even in frequency. The response equation at $\lambda=1$ reads $\chi_0v\chi=\chi-\chi_0$, so
\begin{equation}
{\rm Tr}(\chi_0W_c)={\rm Tr}(\chi_0v\chi v)={\rm Tr}[v(\chi-\chi_0)],
\end{equation}
and therefore $U_{\rm GM}=U_c(1)$.

To see what is missing, let $x\ge0$ be the eigenvalues of $-v^{1/2}\chi_0v^{1/2}$ at each frequency. Those of $v^{1/2}\chi_\lambda v^{1/2}$ are $-x/(1+\lambda x)$. Thus
\begin{align}
U_c(\lambda)&=\frac1{2\pi}\int_0^\infty\!d\omega\sum_x\Big[\frac{x}{1+\lambda x}-x\Big]=-\frac1{2\pi}\int_0^\infty\!d\omega\sum_x\frac{\lambda x^2}{1+\lambda x},\label{ux}\\
E_c&=\frac1{2\pi}\int_0^\infty\!d\omega\sum_x[\ln(1+x)-x],\\
T_c\equiv E_c-U_c(1)&=\frac1{2\pi}\int_0^\infty\!d\omega\sum_x\Big[\ln(1+x)-\frac{x}{1+x}\Big].
\end{align}
The last bracket vanishes at $x=0$ and has derivative $x/(1+x)^2\ge0$, so $T_c>0$ for any nonzero interaction between the pairs. For small $x$ the three brackets, taken at $\lambda=1$, are $-x^2$, $-x^2/2$ and $+x^2/2$: at second order the interaction term is twice the correlation energy. Beyond second order, $\lambda x^2/(1+\lambda x)$ vanishes at $\lambda=0$, rises with $\lambda$ and is concave, so its average over $0<\lambda<1$ lies between half its end value and its end value. Within the RPA this gives $|U_c(1)|/2\le|E_c|\le|U_c(1)|$.

\section{Second derivation: summing over poles}

Now every frequency integral is done by residues, and the two sides are compared as finite sums. Let $k=(i,a)$ label occupied--virtual pairs, with $\Delta_k=e_a-e_i$ and $K_{kl}$ the Coulomb integral between $\varphi_i\varphi_a$ and $\varphi_j\varphi_b$.

\textbf{Response.} In \eqref{bubble}, two orbitals on the same side of the gap have both poles in the same half plane; closing the path in the other gives zero. A virtual and an occupied orbital give $-1/(\Delta_k-i\omega)$, and the reverse order gives $-1/(\Delta_k+i\omega)$. Their sum, with the spin factor 2, is $-D_k$, where $D_k=4\Delta_k/(\Delta_k^2+\omega^2)$. Writing $\chi=-\sum_{kl}|k)X_{kl}(l|$, the response equation becomes $X=D-DKX$, so
\begin{equation}
X=(D^{-1}+K)^{-1}=4\Delta^{1/2}(M+\omega^2)^{-1}\Delta^{1/2},\quad M=\Delta^2+4\Delta^{1/2}K\Delta^{1/2}.
\end{equation}
Let $MZ_s=\Omega_s^2Z_s$ with orthonormal $Z_s$; $M$ is positive because $K$ has no negative eigenvalue. Then
\begin{equation}
\chi=-\sum_s\frac{2\Omega_s}{\Omega_s^2+\omega^2}\,|\rho_s)(\rho_s|,\qquad |\rho_s)=\sqrt{\frac2{\Omega_s}}\sum_k\sqrt{\Delta_k}\,Z_{ks}|k).
\end{equation}

\textbf{Self-energy.} Let $w_{pr,s}$ be the Coulomb integral between $\varphi_p\varphi_r$ and $\rho_s$. In \eqref{sigma} the path is closed away from the pole of $G_0$, which leaves the pole at $i\omega'=\Omega_s$ for occupied $r$ and at $i\omega'=-\Omega_s$ for virtual $r$:
\begin{equation}
\Sigma_{pp}(i\omega)=\sum_s\Big[\sum_{i}\frac{w_{pi,s}^2}{i\omega-e_i+\Omega_s}+\sum_{a}\frac{w_{pa,s}^2}{i\omega-e_a-\Omega_s}\Big].
\end{equation}
In the trace with $G_0$, again only poles on opposite sides contribute. For $p=i$ the integral is
\begin{equation}
\int\!\frac{d\omega}{2\pi}\frac1{(i\omega-e_i)(i\omega-e_a-\Omega_s)}=-\frac1{\Delta_k+\Omega_s},
\label{res}
\end{equation}
and $p=a$ with an occupied partner gives the same value. Hence
\begin{equation}
U_{\rm GM}=-2\sum_{ks}\frac{w_{ks}^2}{\Delta_k+\Omega_s}.
\label{poles}
\end{equation}
The eigenvalue equation removes the Coulomb integrals. It states $4\sqrt{\Delta_k}\,(K\Delta^{1/2}Z_s)_k=(\Omega_s^2-\Delta_k^2)Z_{ks}$, so
\begin{equation}
w_{ks}=\sqrt{\frac2{\Omega_s}}\,(K\Delta^{1/2}Z_s)_k,\qquad w_{ks}^2=\frac{(\Omega_s^2-\Delta_k^2)^2}{8\Delta_k\Omega_s}Z_{ks}^2,
\label{w2}
\end{equation}
\begin{equation}
U_{\rm GM}=-\frac14\sum_{ks}Z_{ks}^2\frac{(\Omega_s^2-\Delta_k^2)(\Omega_s-\Delta_k)}{\Delta_k\Omega_s}
=\frac14\sum_{ks}Z_{ks}^2(\Omega_s^2-\Delta_k^2)\Big(\frac1{\Omega_s}-\frac1{\Delta_k}\Big).
\label{gmz}
\end{equation}

\textbf{Integrand.} The frequency integral in \eqref{ac} turns each pole into $\pi$:
\begin{equation}
U_c(1)=\frac12\sum_s(\rho_s|v|\rho_s)-\sum_kK_{kk}.
\label{uc}
\end{equation}
Here $(\rho_s|v|\rho_s)=\frac2{\Omega_s}Z_s^T\Delta^{1/2}K\Delta^{1/2}Z_s=\frac1{2\Omega_s}\sum_kZ_{ks}^2(\Omega_s^2-\Delta_k^2)$. The diagonal of $M$ gives $4\Delta_kK_{kk}=\sum_sZ_{ks}^2(\Omega_s^2-\Delta_k^2)$, since $\sum_sZ_{ks}^2=1$. With these two relations \eqref{uc} becomes \eqref{gmz}, term by term.

\section{Why the missing part is kinetic}

$T_c$ was defined as a difference. The pole sums identify it with a change in one-electron energy. To first order, Dyson's equation changes $G_0$ by $G_0\Sigma_cG_0$, and the occupation of orbital $p$ by $\delta n_p=2\int\frac{d\omega}{2\pi}\Sigma_{pp}/(i\omega-e_p)^2$. These integrals follow from \eqref{res} by differentiating with respect to the orbital energy in $G_0$: a pair contributes $-1/(\Delta_k+\Omega_s)^2$ to its occupied and $+1/(\Delta_k+\Omega_s)^2$ to its virtual orbital. The electron number is conserved, and by \eqref{w2}
\begin{equation}
\delta\langle h_0\rangle=\sum_pe_p\,\delta n_p=2\sum_{ks}\frac{w_{ks}^2\Delta_k}{(\Delta_k+\Omega_s)^2}=\frac14\sum_{ks}Z_{ks}^2\frac{(\Omega_s-\Delta_k)^2}{\Omega_s}.
\label{dh}
\end{equation}
This is the cost of moving electrons into virtual levels. Adding \eqref{gmz}, with $\frac1{\Omega_s}-\frac{\Omega_s+\Delta_k}{\Delta_k\Omega_s}=-\frac1{\Delta_k}$, gives
\begin{align}
U_{\rm GM}+\delta\langle h_0\rangle&=-\frac14\sum_{ks}Z_{ks}^2\frac{(\Omega_s-\Delta_k)^2}{\Delta_k}\nonumber\\
&=\frac12\sum_s\Omega_s-\frac14\sum_k\Big(\frac{M_{kk}}{\Delta_k}+\Delta_k\Big)\nonumber\\
&=\frac12\Big(\sum_s\Omega_s-\sum_k\Delta_k\Big)-\sum_kK_{kk},
\label{plasmon}
\end{align}
because $M_{kk}=\Delta_k^2+4\Delta_kK_{kk}$. The right side is $E_c$. Indeed, with $K\to\lambda K$ in $M$, differentiating the eigenvalue gives $2\Omega_s\,d\Omega_s/d\lambda=4Z_s^T\Delta^{1/2}K\Delta^{1/2}Z_s$, so $d\Omega_s/d\lambda=(\rho_s|v|\rho_s)$. Equation \eqref{uc}, written at coupling $\lambda$, is then the derivative of $\frac12\sum_s\Omega_s-\lambda\sum_kK_{kk}$, and at $\lambda=0$ the $\Omega_s$ are the $\Delta_k$. Hence $T_c=\delta\langle h_0\rangle$.

This change still contains $\int v_s\,\delta n$, because $\Sigma_c$ alone shifts the density. Suppose a static local potential $v_c$ exists such that $G_0(\Sigma_c-v_c)G_0$ leaves the density unchanged, which is the linearised Sham--Schl\"uter condition. To first order a static potential mixes only occupied with virtual orbitals, while $h_0$ is diagonal, so $v_c$ does not alter $\delta\langle h_0\rangle$. With $\delta n=0$ the whole of $T_c$ is then kinetic energy.

A six-site open chain shows that the condition matters. It holds six electrons, with hopping 1 Ry between neighbours, site potentials 0, 0.7, $-0.4$, 0.3, $-0.8$ and 0.5 Ry, and a repulsion $2/(1+|m-n|)$ Ry between sites $m$ and $n$. There $T_c=0.1072$ Ry. With $\Sigma_c$ alone the kinetic energy changes by 0.0007 Ry, so $0.1072-0.0007=0.1065$ Ry of $\delta\langle h_0\rangle$ is site-potential energy. Once the density is restored, the kinetic change is 0.1072 Ry.

\section{The water molecule}

The bond length is 1.80 bohr and the angle $105^\circ$; 5 occupied and 19 virtual orbitals give 95 pairs. The self-energy route and the response route both give
\begin{equation}
\tfrac12{\rm Tr}(\Sigma_cG_0)=U_c(1)=-1.0621\ {\rm Ry}=-14.45\ {\rm eV}.
\end{equation}
The integrand is $-0.377$, $-0.654$, $-0.876$ and $-1.062$ Ry at $\lambda=0.25$, 0.5, 0.75 and 1. Its integral is $E_c=-0.6154$ Ry $=-8.37$ eV, so
\begin{equation}
T_c=-0.6154+1.0621=0.4467\ {\rm Ry}=6.08\ {\rm eV}.
\end{equation}
The ratio $U_c(1)/E_c$ is 1.73, inside the bounds 1 and 2. The second-order part of $E_c$ is $-0.916$ Ry, which alone would put the integrand at $2\times(-0.916)=-1.832$ Ry for $\lambda=1$. The denominator $1+\lambda x$ in \eqref{ux}, which is screening, reduces it to $-1.062$ Ry.

The first-order Dyson change moves 0.161 electrons into virtual levels. By \eqref{dh} the mean promotion energy is $0.4467/0.1612=2.77$ Ry, well above the orbital gap of 0.52 Ry, so the cost is not set by the frontier orbitals alone. The 0.4467 Ry is $\delta\langle h_0\rangle$; its kinetic reading is approximate here. In a finite basis a static potential can only change the density by occupied--virtual products, and about 5\% of the remaining density change, in the Coulomb norm, lies outside their span. With $\Sigma_c$ alone the kinetic energy changes by 0.25 Ry, and after the best restoration of the density by 0.44 to 0.45 Ry.

In the total energy, the one-body part evaluated with $t+v_{\rm ext}$ and $G_0$, together with the Hartree energy, the exchange energy and the repulsion between the nuclei, is the exact-exchange expression $E_{\rm EXX}=-152.0449$ Ry. Adding $U_{\rm GM}$ gives $-153.1070$ Ry, whereas the RPA total is $-152.6603$ Ry. The first is lower by $T_c$. These values are far from the basis-set limit. In cc-pVTZ and cc-pVQZ, $U_c(1)$ is $-1.49$ and $-1.75$ Ry, $E_c$ is $-0.85$ and $-0.98$ Ry, $T_c$ is 0.64 and 0.77 Ry, the mean promotion energy is 3.3 and 3.7 Ry, and $E_{\rm EXX}$ falls by 0.05 and 0.07 Ry, while the ratio $U_c(1)/E_c$ moves only to 1.76 and 1.78. Neither total is an exact energy; the comparison concerns the two formulas. The numerical check also compares the pole form of $\Sigma_c$ with the convolution \eqref{sigma} for the diagonal element of the highest occupied orbital at $\omega=0.5$ Ry, and the two agree.

\section{What each derivation assumes}

Both derivations need the same $G_0$ in three places: in $\chi_0$, in $\Sigma_c$ and in the final trace. If quasiparticle energies are put into one of them and not the others, the inner integral of the first derivation is no longer $\chi_0/2$, and the equality is lost in general. The same holds if a vertex correction is added to $\Sigma_c$, or if $W_c$ comes from a model that does not satisfy $\chi_0v\chi=\chi-\chi_0$.

The first derivation uses two properties of $G_0$: the decay that permits the exchange of integrals, and the symmetry in $\mathbf r$ and $\mathbf r'$ that real orbitals provide. For complex orbitals the equality $U_{\rm GM}=U_c(1)$ does not need the second if \eqref{sigma} is written with $W_c(\mathbf r',\mathbf r;i\omega')$; the argument with real eigenvalues $x\ge0$ still uses it. The derivation would go through for an interacting $G$ with the same two properties, with the bubble of that $G$ in place of $\chi_0$. What changes is the interpretation: the one-body energy computed from such a $G$ already contains correlation, and the bubble no longer belongs to a mean-field system at $\lambda=0$. The derivation gives the size and sign of $T_c$, but not its kinetic character.

The second derivation, also written for real orbitals, needs more: a mean-field $G_0$ with discrete levels and a gap that separates the poles. In return it replaces the frequency integrals by sums and shows where the missing energy resides. Its kinetic reading rests on two further conditions, a local $v_s$ and a potential $v_c$ able to restore the density. If the gap closes, poles of $G_0$ reach the imaginary axis and the residue steps no longer apply as written.

\section*{Computed results}
\begin{verbatim}
WATER, PBE orbitals, cc-pVDZ, all electrons
O-H distance                        1.80 bohr
H-O-H angle                         105.0 degrees
orbitals, occupied orbitals         24, 5
occupied-virtual pairs              95
PBE orbital gap                     0.52149 Ry
lowest RPA excitation energy        0.56566 Ry
Sigma_c of HOMO at i*0.5 Ry, poles  0.091092 -0.041964i Ry
same, by frequency convolution      0.091092 -0.041964i Ry
integrand U_c at coupling 0.00      0.000000 Ry
integrand U_c at coupling 0.25      -0.377019 Ry
integrand U_c at coupling 0.50      -0.654134 Ry
integrand U_c at coupling 0.75      -0.876034 Ry
integrand U_c at coupling 1.00      -1.062124 Ry
half Tr(Sigma_c G0)                 -1.062124 Ry
half Tr(Sigma_c G0), converted      -14.4509 eV
coupling derivative of E_c at 1     -1.062124 Ry
pole sum for U_c(1)                 -1.062124 Ry
RPA correlation energy E_c          -0.615449 Ry
RPA correlation energy, converted   -8.3736 eV
E_c from the plasmon sum            -0.615449 Ry
second-order part of E_c            -0.916229 Ry
missing T_c from chi0               0.446676 Ry
missing T_c, converted              6.0773 eV
Dyson change of <h0>                0.446676 Ry
ratio U_c(1)/E_c                    1.7258
ratio T_c/|E_c|                     0.7258
electrons moved to virtual levels   0.16120
exact-exchange energy E_EXX         -152.04488 Ry
E_EXX + E_c (RPA total)             -152.66033 Ry
E_EXX + half Tr(Sigma_c G0)         -153.10700 Ry
SIX-SITE CHAIN, six electrons
hopping, on-site repulsion          1.0, 2.0 Ry
site potentials                     0.0, 0.7, -0.4, 0.3, -0.8, 0.5 Ry
E_c                                 -0.135636 Ry
U_c(1)                              -0.242874 Ry
T_c                                 0.107238 Ry
largest site density change, bare   0.070147 electrons
kinetic change, density not fixed   0.000741 Ry
kinetic change, density restored    0.107238 Ry
\end{verbatim}
